# Why a supercritical inverse-square attraction makes the hydrogenic atom collapse

## What scaling already decides

Add an attraction $-g/r^2$ to a hydrogenic atom. In atomic units, with energies in hartree and lengths in bohr, the radial function $u(r)$ of angular momentum $l$ obeys $Hu=Eu$ with

$$H=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)/2-g}{r^2}-\frac Zr ,\qquad Z>0 .$$

Very close to the nucleus the Coulomb term is the weakest of the three. The other two both scale as an inverse length squared, so $g$ is a pure number and no energy can be built from it. If $u(r)$ solves the equation without the Coulomb term at energy $E$, then $u(\lambda r)$ solves it at $\lambda^2E$. One bound state would then bring a bound state at every negative energy. A self-adjoint $H$ cannot have these, because its eigenfunctions at different energies are orthogonal and the space of square-integrable functions holds only countably many mutually orthogonal ones.

Two ways out remain. Either there is no bound state, or a condition at $r=0$ breaks the scaling symmetry. If that condition survives rescaling by one particular factor, the levels form a geometric sequence. The Coulomb term adds the length $1/Z$, so the sequence must change character at energies of order $Z^2$, with a coefficient that depends on $g$ and $l$.

## The threshold

Write $u=\sqrt r\,y$ and $x=\ln r$. Then $u'=r^{-1/2}(y/2+y_x)$, and a second derivative gives $u''=r^{-3/2}(y_{xx}-y/4)$. With $E=-\kappa^2/2$ the radial equation becomes

$$y_{xx}+\left[s^2+2Ze^{x}-\kappa^2e^{2x}\right]y=0,\qquad s^2=2g-(l+\tfrac12)^2 .$$

For $s^2>0$ the solutions oscillate without end as $x\to-\infty$; for $s^2\le0$ they do not.

Suppose first that $s^2=-\mu^2\le0$. Put $a=\frac12+\mu$ and $w(r)=a/r-Z/a$. For a smooth $u$ that vanishes near the origin and far away, integration by parts gives

$$0\le\int|u'-wu|^2dr=\int\left[|u'|^2+(w'+w^2)|u|^2\right]dr .$$

Here $w'+w^2=(a^2-a)/r^2-2Z/r+Z^2/a^2$, and $a^2-a=\mu^2-\frac14=l(l+1)-2g$. The right side is therefore $2\langle H\rangle+(Z^2/a^2)\int|u|^2dr$, so for normalized $u$

$$\langle H\rangle\ge-\frac{Z^2}{2(\frac12+\mu)^2}.$$

For $0\le\mu<1$ both behaviours at the origin are square integrable and a boundary condition is needed here too. But there is a standard choice, the Friedrichs extension, which inherits this bound.

Now let $s^2>0$. Take $y=\sin[\pi\ln(r/\rho)/L]$ for $\rho<r<\rho e^L$ and zero elsewhere. The kinetic integral is $\int|u'|^2dr=\int(y_x^2+y^2/4)\,dx$, since the cross term $\int yy_x\,dx$ vanishes. Without the Coulomb term the unnormalized energy is

$$\frac12\int(y_x^2-s^2y^2)\,dx=\frac L4\left(\frac{\pi^2}{L^2}-s^2\right),$$

which is negative for $L>\pi/s$. The norm $\int u^2dr$ is proportional to $\rho^2$, so the mean energy is $-\text{const}/\rho^2$, and the Coulomb attraction only lowers it. As $\rho\to0$ it has no lower bound. The trial functions stay away from the origin and can be smoothed at their ends, so no boundary condition at $r=0$ excludes them. This is the collapse: the energy is unbounded below for every self-adjoint choice of $H$.

## Case's boundary phase

Near the nucleus $y\to a(Zr)^{is}+b(Zr)^{-is}$, with $a$ and $b$ now complex amplitudes. Both parts give $|u|^2$ of order $r$, so square integrability rejects neither. What is left is the demand that $H$ be self-adjoint. For a second function $v$ with amplitudes $c,d$, two integrations by parts leave

$$\langle v,Hu\rangle-\langle Hv,u\rangle=\tfrac12\left[\bar v u'-\bar v'u\right]_{r\to0}=is(\bar ca-\bar db).$$

The end at infinity contributes nothing, because the potential is bounded there. Setting $v=u$ requires $|a|=|b|$, hence $b=e^{-2i\theta}a$. Two functions in the same domain must share this $\theta$, or the right side would not vanish. Conversely, if it vanishes for every $u$ with this ratio, then $d=e^{-2i\theta}c$: the adjoint has the same domain, and $H$ is self-adjoint. Taking out a constant factor,

$$u\to C\sqrt r\,\cos\left[s\ln(Zr)+\theta\right],\qquad \theta\ \text{defined modulo }\pi .$$

The potential forces this form but leaves the value of $\theta$ free. The phase is one piece of information about the physics at short distance. Replacing $r$ by $re^{\pi/s}$ shifts the cosine's argument by $\pi$, so $u$ is only multiplied by the constant $-e^{\pi/(2s)}$ and the boundary condition still holds. This is the discrete scaling that survives.

## The level condition

Let $\nu=Z/\kappa$, so that $E=-Z^2/(2\nu^2)$, and let $z=2\kappa r$. Write $u=e^{-z/2}z^{1/2+is}f(z)$. The radial equation turns into

$$zf''+(1+2is-z)f'-\alpha f=0,\qquad \alpha=\tfrac12+is-\nu .$$

For $\nu<\frac12$ a solution is

$$f=\frac1{\Gamma(\alpha)}\int_0^\infty e^{-zt}t^{\alpha-1}(1+t)^{2is-\alpha}dt ,$$

because inserting it makes the integrand the total derivative of $-e^{-zt}t^{\alpha}(1+t)^{1+2is-\alpha}$, which vanishes at both ends. For large $z$ small $t$ dominates, $f\to z^{-\alpha}$ and $u\to z^{\nu}e^{-z/2}$. This is the decaying solution, the Whittaker function $W_{\nu,is}(z)$, and it is real.

For small $z$ the tail of the integrand is $e^{-zt}t^{2is-1}$. It contributes $\Gamma(2is)z^{-2is}$ plus a constant, so $u$ contains $Az^{1/2-is}$ with $A=\Gamma(2is)/\Gamma(\frac12+is-\nu)$. Since $u$ is real, the coefficient of $z^{1/2+is}$ must be $\bar A$. Analytic continuation in $\nu$ extends this to all $\nu>0$. Hence $u\to2|A|\sqrt z\cos(s\ln z-\arg A)$. With $z=(2/\nu)Zr$ the phase at the origin is

$$\varphi(\nu)=s\ln\frac2\nu-\arg\Gamma(2is)+\arg\Gamma(\tfrac12+is-\nu),$$

with $C=2\sqrt{2\kappa}\,|A|$. The argument of the gamma function is followed continuously from $\nu=0$. The levels obey

$$\varphi(\nu_n)=\theta-n\pi,\qquad n=0,\pm1,\pm2,\dots$$

To count them, take decaying solutions $u_1,u_2$ at energies $E_1,E_2$. The equation gives $(u_1'u_2-u_1u_2')'=2(E_2-E_1)u_1u_2$. At the origin the bracket is $sC_1C_2\sin(\varphi_2-\varphi_1)$, at infinity it is zero, so

$$\int_0^\infty u_1u_2\,dr=\frac{sC_1C_2\sin(\varphi_1-\varphi_2)}{2(E_2-E_1)},\qquad \frac{d\varphi}{dE}=-\frac{2}{sC^2}\int_0^\infty u^2dr<0 .$$

The second relation is the limit $E_2\to E_1$. The phase falls steadily as the energy rises, from $+\infty$ at $\nu\to0$ to $-\infty$ at $\nu\to\infty$, as the two limits below show. Each integer $n$ therefore labels one level. The first relation says that levels of the same $\theta$ are orthogonal, while solutions of different $\theta$ are not.

## The deep end: a geometric tower

For small $\nu$ expand $\arg\Gamma(\frac12+is-\nu)=\arg\Gamma(\frac12+is)-\nu\,\mathrm{Im}\,\psi(\frac12+is)+O(\nu^2)$, where $\psi=\Gamma'/\Gamma$. The reflection formula $\psi(1-q)-\psi(q)=\pi\cot\pi q$ at $q=\frac12+is$ reads $-2i\,\mathrm{Im}\,\psi=-i\pi\tanh\pi s$, so $\mathrm{Im}\,\psi=\frac\pi2\tanh\pi s$. If this term is dropped, the level condition gives

$$\kappa_n^0=\frac Z2\exp\frac{\theta-n\pi+\arg\Gamma(2is)-\arg\Gamma(\frac12+is)}{s}.$$

Neighbouring values differ by the factor $e^{\pi/s}$, and energies by $e^{2\pi/s}$, with no last member as $n\to-\infty$. Restoring the term gives $s\ln(\kappa_n/\kappa_n^0)=\frac{\pi Z}{2\kappa_n}\tanh\pi s$ up to order $\nu^2$, hence

$$\kappa_n=\kappa_n^0+\frac{\pi Z}{2s}\tanh\pi s+O(Z^2/\kappa_n).$$

The Coulomb field shifts the whole deep tower by one constant in $\kappa$. Scaling explains this. In first order the energy changes by $-Z\langle1/r\rangle$, and in a pure inverse-square state $\langle1/r\rangle$ must be proportional to $\kappa$. Since $\delta E=-\kappa\,\delta\kappa$, the shift $\delta\kappa$ cannot depend on the level. Comparison gives $\langle1/r\rangle=\pi\kappa\tanh(\pi s)/(2s)$, a value that direct quadrature confirmed at $s=0.35$.

If $s$ is small, the ratio $e^{2\pi/s}$ is enormous: just above threshold the collapse is present but its levels are extremely far apart.

## The shallow end: a Rydberg series

For large $\nu$ use $\Gamma(\frac12+is-\nu)\,\Gamma(\frac12-is+\nu)=\pi/\cos\pi(\nu-is)$. The cosine equals $\cos\pi\nu\cosh\pi s+i\sin\pi\nu\sinh\pi s$. Let $\chi(\nu)$ be its argument, continuous with $\chi(0)=0$, so that $\tan\chi=\tanh(\pi s)\tan\pi\nu$. Then

$$\arg\Gamma(\tfrac12+is-\nu)=-\chi(\nu)+\arg\Gamma(\tfrac12+\nu+is).$$

Stirling's series with $q=\nu+is$ is $\ln\Gamma(\frac12+q)=q\ln q-q+\frac12\ln2\pi-\frac1{24q}+\dots$ Its imaginary part is

$$s\ln\nu+\frac{s^3}{2\nu^2}+\left(s-\frac{s^3}{3\nu^2}\right)-s+\frac{s}{24\nu^2}=s\ln\nu+\frac{s(4s^2+1)}{24\nu^2}$$

up to order $\nu^{-4}$. The term $s\ln\nu$ cancels the logarithm in $\varphi$. With $\Phi=s\ln2-\arg\Gamma(2is)-\theta$ the condition becomes

$$\tan\pi\nu=\frac{1}{\tanh\pi s}\tan\left[\Phi+\frac{s(4s^2+1)}{24\nu^2}+\dots\right].$$

So $\nu_n\to n-\delta$ with a constant quantum defect; for $|\Phi|<\pi/2$ it is $\delta=-\frac1\pi\arctan(\tan\Phi/\tanh\pi s)$. The short-distance phase, which sets the position of the whole tower, enters the Rydberg series through this one number.

Between the two ends, the density of levels in $\nu$ is $-\varphi'(\nu)/\pi$, and for small $\nu$

$$-\frac{d\varphi}{d\nu}=\frac s\nu+\frac\pi2\tanh\pi s+\dots$$

The first term makes the tower and the second is the first effect of the Coulomb field. They are equal at $\nu_\times=2s/(\pi\tanh\pi s)$. Since the expansion holds for small $\nu$, this gives only the order of magnitude of $\nu$ at which the change takes place; it does not mark a boundary. If $Z=0$, with the phase referred to some other fixed length in place of $1/Z$, there is no crossover, and the discrete scaling continues the tower geometrically up to $E=0$.

## Reading one spectrum

Take $Z=1$, $l=0$, $g=2.125$ and $\theta=0$. The critical value is $g=0.125$, and $s^2=4.25-0.25=4$, so $s=2$. (The $l=1$ channel is supercritical too, with $s^2=2$, and would need a phase of its own.)

For $n=-2$ the tower formula uses $\arg\Gamma(4i)=0.7389$ and $\arg\Gamma(\frac12+2i)=-0.5925$:

$$\kappa^0_{-2}=\tfrac12\exp\frac{6.2832+0.7389+0.5925}{2}=22.51 .$$

Adding the Coulomb shift $0.785$ gives $23.300$, against $23.292$ from the full condition. The energy is $-271.3$ hartree. At $n=0$ the same estimate gives $1.758$ instead of $1.644$, as expected where $Z/\kappa$ is no longer small.

The pure tower has the energy ratio $e^{\pi}=23.14$. The computed ratios, from $n=-4$ upward, are $22.88$, $21.94$, $18.39$, $10.92$ and $5.01$. The constant shift accounts for the first departures: $(109.09/23.30)^2=21.9$ for the second of them.

The crossover estimate is $\nu_\times=1.27$, or $-0.31$ hartree. It falls between $n=0$ at $\nu=0.608$ and $n=1$ at $\nu=1.362$; the latter has the energy $-0.2697$ hartree, or $-7.338$ eV. Above it the spacing in $\nu$ settles quickly: $0.915$, $0.968$, $0.985$, and $0.998$ for the last pair.

At the shallow end $\Phi=0.6474$ gives $\delta=-0.2061$. Since $\tanh2\pi$ differs from 1 by less than $10^{-5}$, a small change of the angle in the level condition changes $\pi\nu$ by the same amount. For $n=8$ this correction is $2\cdot17/(24\cdot8.21^2)=0.0210$, which adds $0.0067$ to $\nu$. The prediction $8.2128$ compares with $8.2126$.

The orthogonality rule is visible as well. The normalized overlap of $n=1$ and $n=2$ is zero to within $2\times10^{-11}$. That of $n=1$ with the decaying solution halfway between them in $\nu$, which belongs to another $\theta$, is $0.61$.

## What a small core does

A hard wall at $r=R$ makes the problem well posed without a phase. For levels with $\kappa R\ll1$, and for $ZR\ll1$, the short-distance form holds at the wall, and $u(R)=0$ gives

$$\theta=\frac\pi2-s\ln(ZR)\pmod\pi .$$

As $R\to0$ this phase keeps running, so the spectrum at a fixed energy has no limit. It repeats each time $R$ shrinks by $e^{-\pi/s}$.

The lowest level does something else. On $r\ge R$ the potential is no lower than $-(s^2+\frac14)/(2R^2)-Z/R$, and the trial function above with $\rho=R$ reaches $-\text{const}/R^2$. The ground state therefore sinks as $1/R^2$.

For the example, $R=3.305\times10^{-7}$ bohr corresponds to $\theta=0$. Integrating the radial equation directly outside this wall reproduces the tabulated $\nu_n$ to a relative accuracy better than $10^{-7}$. A test with $l=1$, $Z=2$, $s=0.35$, where $\tanh\pi s=0.80$, agrees within $6\times10^{-7}$. Shrinking the wall by one period, to $6.871\times10^{-8}$ bohr, raises the number of levels below $\nu=8.8$ from 18 to 19. The lowest energy goes from $-9.19\times10^{11}$ to $-2.13\times10^{13}$ hartree, a factor $23.14$. Such energies belong to the nonrelativistic model and not to a real electron.

Below threshold the same two walls tell a different story. With $g=0.045$ and $l=0$, $\mu=0.4$ and the lower bound is $-1/(2\cdot0.9^2)=-0.617284$ hartree. The lowest levels are $-0.617269$ and $-0.617280$ hartree, and they approach the bound from above. There the hard wall drops out as it shrinks, but only as $R^{2\mu}$, the size of the $r^{1/2-\mu}$ part it mixes into $r^{1/2+\mu}$: here the distance to the bound falls by $4.81^{0.8}\approx3.5$ from one wall to the next. Close to threshold this is slow; for $\mu=0.1$ the same walls give $-1.322$ and $-1.341$ hartree against a bound of $-1.389$. Above threshold its trace remains in $\theta$, and levels with $\kappa R$ of order one depend on the core in detail. The numerical output below lists the levels used here.

## Computed results

```
Z = 1, l = 0, g = 2.125, s = 2.0000, theta = 0.0 rad
critical g for l=0: 0.1250
arg Gamma(2is) = 0.73890 rad
arg Gamma(1/2+is) = -0.59254 rad
tower ratio: kappa 4.8105, energy 23.1407
Coulomb shift of kappa = 0.78539 1/bohr
crossover estimate nu = 1.2732, E = -0.3084 hartree
Phi = 0.64739 rad, limiting quantum defect = -0.20607
n, nu, E (hartree), E_n/E_(n+1), nu_(n+1)-nu_n, rel. diff. to wall nu
 -4   0.001916         -136132   22.8782  0.00725 7.6e-08
 -3   0.009167        -5950.29   21.9354  0.03377 7.7e-08
 -2   0.042933        -271.264   18.3874  0.14117 7.5e-08
 -1   0.184098        -14.7527   10.9210  0.42429 6.7e-08
  0   0.608387        -1.35086    5.0095  0.75330 4.9e-08
  1   1.361687       -0.269659    2.7955  0.91504 3.1e-08
  2   2.276723      -0.0964605    2.0306  0.96757 2.1e-08
  3   3.244294      -0.0475039    1.6996  0.98527 1.5e-08
  4   4.229560      -0.0279499    1.5243  0.99228 1.1e-08
  5   5.221841      -0.0183368    1.4176  0.99551 8.7e-09
  6   6.217347      -0.0129348    1.3465  0.99717 6.6e-09
  7   7.214517     -0.00960628    1.2958  0.99811 4.7e-09
  8   8.212627      -0.0074132         -        - 2.5e-09
n, kappa, unshifted tower kappa, sum with shift (1/bohr)
 -3 109.08980 108.30607 109.09146
 -2 23.29223 22.51462 23.30001
 -1 5.43188 4.68033 5.46572
  0 1.64369 0.97294 1.75834
level n=1: -7.3378 eV
wall radii: 3.3053e-07 and 6.8711e-08 bohr
lowest levels: -9.18857e+11 and -2.12630e+13 hartree
their ratio: 23.1407
number of levels with nu < 8.8: 18 and 19
subcritical g = 0.045: lowest -0.617269 and -0.617280 hartree
subcritical limit: -0.617284 hartree
overlap n=1 with n=2, same theta: 1.5e-11
overlap n=1 with nu=1.8192, other theta: 0.61282
second case: l=1, Z=2, g=1.18625, s=0.35, tanh(pi s)=0.8003
second case, largest rel. difference in nu: 5.3e-07
```
